**Four conduction valleys in germanium: counting, masses and consequences**

Opposite L points of the fcc Brillouin zone differ by a reciprocal-lattice vector, so eight half-ellipsoids make four valleys and the density-of-states mass is m_dos = (4² m_l m_t²)^(1/3). Here m_l and m_t are the longitudinal and transverse masses, N_c is the effective density of states, and m_c is the conductivity mass. The program asserts the number of distinct L, X and silicon-like points, and that half of each L ellipsoid lies inside the zone. It also asserts that a periodic model band has the prescribed mass tensors and exactly four minima in one reciprocal cell. Boltzmann sums over that cell, with no valley number put in, give 4.103 at 300 K, 4.050 at 150 K and 3.997 after linear extrapolation to 0 K. For the rough masses 1.6 and 0.08, the output shows m_dos = 0.547 for four valleys and 0.869 for the false count of eight. At 300 K and 10¹⁸ electrons per cm³, the false count lowers the Fermi level by 0.0184 eV, close to kT ln 2. The program also sizes nonparabolicity, the Γ and Δ valleys, and the valley splitting of about 0.040 eV in a 10 nm (111) film.

## Program and output

```python
"""Result under test: germanium has FOUR conduction valleys, not eight.
L and -L differ by a reciprocal-lattice vector, so eight half-ellipsoids
make four valleys and m_dos = (4^2 * ml * mt^2)^(1/3).
ml, mt : longitudinal and transverse masses (electron masses)
a      : cubic lattice constant;  kT : thermal energy
m_dos  : density-of-states mass;  m_c : conductivity mass
Nc     : effective density of states of the conduction band
Internal units are Hartree atomic units. Material inputs are rough values.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, gamma

bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
ev = hartree / sc.e
nm = 1e-9 / bohr
per_cm3 = 1.0 / (bohr * 100.0) ** 3

ml, mt, a_nm = 1.6, 0.08, 0.57
temperature, density_cm3 = 300.0, 1e18
a = a_nm * nm


def thermal(T):
    return sc.k * T / hartree


kT = thermal(temperature)

# --- inequivalent points: integer test with the direct lattice ---
direct = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])  # units of a


def equivalent(p, q):
    phases = direct @ (np.array(p) - np.array(q))  # points in 2 pi/a
    return np.allclose(phases, np.round(phases), atol=1e-9)


def star_and_classes(point):
    star = set()
    for perm in itertools.permutations(point):
        for signs in itertools.product((1, -1), repeat=3):
            star.add(tuple(s * x + 0.0 for s, x in zip(signs, perm)))
    classes = []
    for p in sorted(star):
        if not any(equivalent(p, q) for q in classes):
            classes.append(p)
    return len(star), len(classes)


count_L = star_and_classes((0.5, 0.5, 0.5))
count_X = star_and_classes((1.0, 0.0, 0.0))
count_D = star_and_classes((0.85, 0.0, 0.0))
assert count_L == (8, 4) and count_X == (6, 3) and count_D == (6, 6)
valleys = count_L[1]

# --- how much of each ellipsoid lies in the first Brillouin zone ---
G_short = [np.array(s) for s in itertools.product((1, -1), repeat=3)]
G_short += [2 * s * e for s in (1, -1) for e in np.eye(3)]


def inside_zone(points):
    ok = np.ones(len(points), dtype=bool)
    for G in G_short:
        ok &= points @ G <= G @ G / 2 + 1e-12
    return ok


rng = np.random.default_rng(7)
ball = rng.uniform(-1, 1, (40000, 3))
ball = ball[np.sum(ball ** 2, axis=1) < 1]
shell_energy = 3 * kT
semi_l = np.sqrt(2 * ml * shell_energy)
semi_t = np.sqrt(2 * mt * shell_energy)
fractions = []
for signs in itertools.product((1, -1), repeat=3):
    L = 0.5 * np.array(signs)
    n = L / np.linalg.norm(L)
    along = np.outer(ball @ n, n)
    q = semi_l * along + semi_t * (ball - along)
    points = L + q * a / (2 * np.pi)
    inside = inside_zone(points)
    fractions.append(inside.mean())
    assert np.all(inside_zone(points[~inside] - 2 * L))
fractions = np.array(fractions)
assert np.all(abs(fractions - 0.5) < 0.02)  # sampling noise
assert abs(fractions.sum() - 4) < 0.05

# --- periodic model band with minima at L and the chosen masses ---
A = 1 / (2 * ml * a ** 2)
B = 1 / (2 * mt * a ** 2)
t2, t1 = (A + 2 * B) / 3, 2 * (A - B) / 3


def band(kx, ky, kz):
    x, y, z = (np.cos(k * a / 2) for k in (kx, ky, kz))
    return 4 * (t2 * (x*x + y*y + z*z) + t1 * (x*y + y*z + z*x))


def hessian(k0, h=1e-3):
    H = np.zeros((3, 3))
    e = np.eye(3) * h
    for i in range(3):
        for j in range(3):
            H[i, j] = (band(*(k0 + e[i] + e[j])) - band(*(k0 + e[i] - e[j]))
                       - band(*(k0 - e[i] + e[j]))
                       + band(*(k0 - e[i] - e[j]))) / (4 * h * h)
    return H


hessians = {}
for signs in itertools.product((1, -1), repeat=3):
    n = np.array(signs) / np.sqrt(3)
    H = hessian(np.pi / a * np.array(signs))
    formula = np.eye(3) / mt + (1 / ml - 1 / mt) * np.outer(n, n)
    assert np.allclose(H, formula, atol=3e-3)  # finite-step error
    hessians[signs] = H
H111 = hessians[(1, 1, 1)]
assert np.allclose(H111, hessians[(-1, -1, -1)], atol=1e-6)
assert abs(1 / np.linalg.det(H111) / (ml * mt ** 2) - 1) < 5e-3

# --- sums over one reciprocal cell, no valley number put in ---
N = 120
f = np.arange(N) / N
f1, f2, f3 = np.meshgrid(f, f, f, indexing="ij")
kx = 2 * np.pi / a * (-f1 + f2 + f3)
ky = 2 * np.pi / a * (f1 - f2 + f3)
kz = 2 * np.pi / a * (f1 + f2 - f3)
energy = band(kx, ky, kz)
minima_in_cell = int(np.sum(energy < 1e-12))
assert energy.min() > -1e-12 and minima_in_cell == 4
cx, cy, cz = (np.cos(k * a / 2) for k in (kx, ky, kz))
vx = -2 * a * np.sin(kx * a / 2) * (2 * t2 * cx + t1 * (cy + cz))
vy = -2 * a * np.sin(ky * a / 2) * (2 * t2 * cy + t1 * (cx + cz))

m1 = (ml * mt ** 2) ** (1 / 3)
m_dos = valleys ** (2 / 3) * m1
m_dos_wrong = 8 ** (2 / 3) * m1
m_c = 3 / (1 / ml + 2 / mt)


def Nc(mass, t):
    return 2 * (mass * t / (2 * np.pi)) ** 1.5


def cell_sums(T):
    t = thermal(T)
    w = np.exp(-energy / t)
    n_cell = 2 * w.mean() / (a ** 3 / 4)
    total = w.sum()
    vxx = (w * vx * vx).sum() / total
    vxy = (w * vx * vy).sum() / total
    assert abs(vxy) < 1e-7 * vxx
    return n_cell / Nc(m1, t), vxx / t


g300, inv300 = cell_sums(300.0)
g150, inv150 = cell_sums(150.0)
g_limit = 2 * g150 - g300          # removes the term linear in T
inv_limit = 2 * inv150 - inv300
m_dos_sum = g_limit ** (2 / 3) * m1
assert abs(g150 - 4) < abs(g300 - 4) < 0.25
assert abs(g_limit - 4) < 0.02     # remaining error is of order T^2
assert abs(m_dos_sum / m_dos - 1) < 5e-3
assert abs(inv_limit * m_c - 1) < 0.01

# --- Fermi level for the right and the wrong valley count ---
n_el = density_cm3 / per_cm3


def fermi_level(mass):
    def excess(eta):
        integral = quad(lambda y: 2 * y * y * expit(eta - y * y), 0, 9)[0]
        return Nc(mass, kT) * 2 / np.sqrt(np.pi) * integral / n_el - 1
    return kT * brentq(excess, -15, 10)


ef4, ef8 = fermi_level(m_dos), fermi_level(m_dos_wrong)
ef_classical = kT * np.log(n_el / Nc(m_dos, kT))
assert abs((ef4 - ef8 - kT * np.log(2)) * ev) < 1e-3

# --- size of the neglected effects ---
alpha = 0.3                       # rough L nonparabolicity, 1/eV
b = alpha * kT * ev
kane = quad(lambda x: np.sqrt(x * (1 + b * x)) * (1 + 2 * b * x)
            * np.exp(-x), 0, 60)[0] / gamma(1.5)
assert abs(kane - (1 + 15 * b / 4)) < 1e-3
gap_G, mass_G = 0.14, 0.04        # rough Gamma valley above L
gap_D, ml_D, mt_D = 0.18, 0.9, 0.2  # rough Delta valleys above L
mass_D = (count_D[1] ** 2 * ml_D * mt_D ** 2) ** (1 / 3)
ratio_G = (mass_G / m_dos) ** 1.5 * np.exp(-gap_G / (kT * ev))
ratio_D = (mass_D / m_dos) ** 1.5 * np.exp(-gap_D / (kT * ev))

# confinement in a hard-wall film
film_nm = 10.0
film = film_nm * nm


def box_numeric(inverse_mass, points=500):
    h = film / (points + 1)
    diagonal = np.full(points, inverse_mass / h ** 2)
    off = np.full(points - 1, -inverse_mass / (2 * h ** 2))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


normal = np.ones(3) / np.sqrt(3)
inv_one = normal @ H111 @ normal
representatives = [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]
inv_tilted = [normal @ hessians[s] @ normal for s in representatives[1:]]
inv_001 = [hessians[s][2, 2] for s in representatives]
assert np.ptp(inv_tilted) < 1e-4 and np.ptp(inv_001) < 1e-4
mz_one = ml
mz_three = 1 / (1 / (9 * ml) + 8 / (9 * mt))
e_one = np.pi ** 2 / (2 * mz_one * film ** 2)
e_three = np.pi ** 2 / (2 * mz_three * film ** 2)
assert abs(box_numeric(inv_one) / e_one - 1) < 5e-3
assert abs(box_numeric(inv_tilted[0]) / e_three - 1) < 2e-3
assert abs(inv_001[0] * m_c - 1) < 1e-3

print("INPUTS (material values are rough)")
print(f"longitudinal mass ml = {ml:.2f} m_e")
print(f"transverse mass mt = {mt:.3f} m_e")
print(f"lattice constant a = {a_nm:.2f} nm")
print(f"temperature = {temperature:.0f} K, kT = {kT*ev:.5f} eV")
print(f"electron density = {density_cm3:.1e} cm^-3")
print("COUNTING")
print(f"L: points in star, distinct = {count_L[0]}, {count_L[1]}")
print(f"X: points in star, distinct = {count_X[0]}, {count_X[1]}")
print(f"0.85 X: points in star, distinct = {count_D[0]}, {count_D[1]}")
print(f"mean ellipsoid fraction in zone = {fractions.mean():.3f}")
print(f"sum of the eight fractions = {fractions.sum():.2f}")
print(f"minima of model band in one cell = {minima_in_cell}")
print(f"valley number from cell sum, 300 K = {g300:.3f}")
print(f"valley number from cell sum, 150 K = {g150:.3f}")
print(f"valley number, extrapolated to 0 K = {g_limit:.3f}")
print("MASSES")
print(f"one-valley DOS mass = {m1:.4f} m_e")
print(f"DOS mass, four valleys = {m_dos:.4f} m_e")
print(f"DOS mass from extrapolated cell sum = {m_dos_sum:.4f} m_e")
print(f"DOS mass, false eight valleys = {m_dos_wrong:.4f} m_e")
print(f"conductivity mass = {m_c:.4f} m_e")
print(f"conductivity mass from cell sum = {1/inv_limit:.4f} m_e")
print("CHANNEL AT 300 K (energies from the L minimum)")
print(f"Nc, four valleys = {Nc(m_dos, kT)*per_cm3:.3e} cm^-3")
print(f"Nc, false eight = {Nc(m_dos_wrong, kT)*per_cm3:.3e} cm^-3")
print(f"Fermi level, four valleys = {ef4*ev:.4f} eV")
print(f"Fermi level, false eight = {ef8*ev:.4f} eV")
print(f"error of false count = {(ef8-ef4)*ev:.4f} eV")
print(f"kT ln 2 = {kT*np.log(2)*ev:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"degeneracy shift of Fermi level = {(ef4-ef_classical)*ev:.5f} eV")
print(f"nonparabolicity input = {alpha:.2f} 1/eV")
print(f"nonparabolic increase of Nc = {100*(kane-1):.2f} %")
print(f"Gamma inputs: {gap_G:.2f} eV above L, mass {mass_G:.2f} m_e")
print(f"Gamma/L electron ratio = {100*ratio_G:.4f} %")
print(f"Delta inputs: {gap_D:.2f} eV, ml {ml_D:.1f}, mt {mt_D:.1f} m_e")
print(f"Delta/L electron ratio = {100*ratio_D:.3f} %")
print(f"Nc at 400 K = {Nc(m_dos, thermal(400.0))*per_cm3:.3e} cm^-3")
print(f"film thickness = {film_nm:.0f} nm")
print(f"(111) film, one valley: mz = {mz_one:.3f} m_e")
print(f"(111) film, three valleys: mz = {mz_three:.4f} m_e")
print(f"(001) film, all four: mz = {1/inv_001[0]:.4f} m_e")
print(f"(111) ground level, one valley = {e_one*ev:.4f} eV")
print(f"(111) ground level, three valleys = {e_three*ev:.4f} eV")
print(f"(111) valley splitting = {(e_three-e_one)*ev:.4f} eV")
print(f"(111) splitting / kT at 300 K = {(e_three-e_one)/kT:.2f}")
print("all tests passed")
```

Printed output:

```
INPUTS (material values are rough)
longitudinal mass ml = 1.60 m_e
transverse mass mt = 0.080 m_e
lattice constant a = 0.57 nm
temperature = 300 K, kT = 0.02585 eV
electron density = 1.0e+18 cm^-3
COUNTING
L: points in star, distinct = 8, 4
X: points in star, distinct = 6, 3
0.85 X: points in star, distinct = 6, 6
mean ellipsoid fraction in zone = 0.500
sum of the eight fractions = 4.00
minima of model band in one cell = 4
valley number from cell sum, 300 K = 4.103
valley number from cell sum, 150 K = 4.050
valley number, extrapolated to 0 K = 3.997
MASSES
one-valley DOS mass = 0.2172 m_e
DOS mass, four valleys = 0.5472 m_e
DOS mass from extrapolated cell sum = 0.5469 m_e
DOS mass, false eight valleys = 0.8686 m_e
conductivity mass = 0.1171 m_e
conductivity mass from cell sum = 0.1170 m_e
CHANNEL AT 300 K (energies from the L minimum)
Nc, four valleys = 1.016e+19 cm^-3
Nc, false eight = 2.031e+19 cm^-3
Fermi level, four valleys = -0.0590 eV
Fermi level, false eight = -0.0774 eV
error of false count = -0.0184 eV
kT ln 2 = 0.0179 eV
NEGLECTED EFFECTS
degeneracy shift of Fermi level = 0.00090 eV
nonparabolicity input = 0.30 1/eV
nonparabolic increase of Nc = 2.93 %
Gamma inputs: 0.14 eV above L, mass 0.04 m_e
Gamma/L electron ratio = 0.0088 %
Delta inputs: 0.18 eV, ml 0.9, mt 0.2 m_e
Delta/L electron ratio = 0.266 %
Nc at 400 K = 1.564e+19 cm^-3
film thickness = 10 nm
(111) film, one valley: mz = 1.600 m_e
(111) film, three valleys: mz = 0.0894 m_e
(001) film, all four: mz = 0.1171 m_e
(111) ground level, one valley = 0.0024 eV
(111) ground level, three valleys = 0.0420 eV
(111) valley splitting = 0.0397 eV
(111) splitting / kT at 300 K = 1.54
all tests passed
```
